# Specular Intensity During Random Deposition Without Interlayer Transport, part 1

(Sections cited here and not found follow in the second part.)

## First half: from random arrivals to the scattered intensity

A crystal grows from a steady flux of its own atoms while a detector records the specularly reflected beam. The problem is to find how this signal changes when an atom never leaves the layer in which it arrived.

The initial surface is flat. The crystal is a stack of identical layers with spacing \(d\), and each layer offers the same number of sites. The flux is uniform over the surface, constant in time and random, and it delivers one atom per site in the monolayer time \(\tau\). Time is measured by the deposited amount in monolayers,

\[
\Theta=\frac{t}{\tau}.
\]

Let \(\theta_n\) be the fraction of sites filled in layer \(n\). The original surface layer is \(n=0\), so \(\theta_n=1\) for \(n\le 0\), and at the start \(\theta_n=0\) for \(n\ge1\). There are no overhangs: an atom in layer \(n+1\) sits on an atom in layer \(n\). An atom that lands on an exposed part of layer \(n\) joins layer \(n+1\). It may move sideways first, but it does not climb, descend or evaporate.

### (a) The coverage equations

**Find the differential equations for the coverages \(\theta_n\) and for the exposed fraction of each layer.**

**Solution.** Without overhangs, every filled site of layer \(n+1\) covers one filled site of layer \(n\). The fraction of the surface on which layer \(n\) is the top layer is therefore

\[
p_n=\theta_n-\theta_{n+1}.
\]

The flux is uniform, so a fraction \(p_n\) of the arriving atoms lands on layer \(n\), and these atoms all join layer \(n+1\). In the interval \(d\Theta\) there are \(d\Theta\) arrivals per site. On a surface large enough for relative fluctuations to be negligible,

\[
\frac{d\theta_{n+1}}{d\Theta}=\theta_n-\theta_{n+1}=p_n ,\qquad n\ge 0. \tag{1}
\]

The same rule with \(n\) lowered by one reads \(d\theta_n/d\Theta=p_{n-1}\). Subtracting (1) from it gives

\[
\frac{dp_n}{d\Theta}=p_{n-1}-p_n, \tag{2}
\]

with \(p_{-1}=0\), because layer \(-1\) is completely covered. The initial values are \(p_0(0)=1\) and \(p_n(0)=0\) for \(n\ge1\).

Equation (2) is a balance. Exposed area of layer \(n\) is created by atoms landing on layer \(n-1\) and is lost to atoms landing on layer \(n\) itself. The place where an atom settles within its layer does not enter. Sideways motion can gather the atoms into islands without changing (1) or (2).

### (b) The layer coverages

**Solve for \(p_n\) and \(\theta_n\), and find the mean height and the roughness of the surface.**

**Solution.** The loss term in (2) is removed by the substitution \(u_n=e^{\Theta}p_n\). The product rule gives

\[
\frac{du_n}{d\Theta}=e^{\Theta}\left(p_n+\frac{dp_n}{d\Theta}\right)=e^{\Theta}p_{n-1}=u_{n-1}.
\]

For \(n=0\) the right side is zero, so \(u_0\) keeps its initial value 1. For \(n\ge1\) we have \(u_n(0)=0\), and successive integration gives

\[
u_1=\int_0^\Theta d\Theta'=\Theta,\qquad
u_2=\int_0^\Theta\Theta'\,d\Theta'=\frac{\Theta^2}{2}.
\]

If \(u_{n-1}=\Theta^{n-1}/(n-1)!\), one more integration gives \(u_n=\Theta^n/n!\). By induction this holds for every \(n\ge 0\), and so

\[
p_n=e^{-\Theta}\frac{\Theta^n}{n!}. \tag{3}
\]

This is the Poisson distribution with mean \(\Theta\). The coverage of layer \(n\) is the fraction of the surface whose top layer is \(n\) or higher. Summing \(p_m=\theta_m-\theta_{m+1}\) from \(m=n\) upwards cancels all intermediate coverages, and \(\theta_m\to0\) for large \(m\), so

\[
\theta_n=\sum_{m=n}^{\infty}p_m=1-e^{-\Theta}\sum_{m=0}^{n-1}\frac{\Theta^m}{m!}. \tag{4}
\]

The second form uses \(\sum_{m\ge0}p_m=1\). The coverages are thus tails of the Poisson distribution, while the exposed fractions are its individual terms.

After one monolayer time, (4) gives \(\theta_1=1-e^{-1}=0.632\), \(\theta_2=1-2e^{-1}=0.264\) and \(\theta_3=1-\tfrac52e^{-1}=0.080\). Enough material for one full layer has arrived, yet 37 % of the original surface is still bare, and the missing atoms are in layer 2 and above.

The mean height, in units of \(d\), is

\[
\langle n\rangle=\sum_{n\ge1}n\,e^{-\Theta}\frac{\Theta^n}{n!}
=\Theta e^{-\Theta}\sum_{n\ge1}\frac{\Theta^{n-1}}{(n-1)!}=\Theta ,
\]

as conservation of atoms requires. In the same way \(\langle n(n-1)\rangle=\Theta^2\), because two factors of \(n!\) cancel. The variance is then

\[
\langle n^2\rangle-\langle n\rangle^2=\Theta^2+\Theta-\Theta^2=\Theta .
\]

The root-mean-square roughness is \(d\sqrt{\Theta}\). It grows steadily and has no feature at whole monolayers.

### (c) Scattering from the whole crystal

**The beam is scattered once, and film and substrate layers scatter alike. Express the specular amplitude in terms of the exposed fractions.**

**Solution.** Let \(q\) be the momentum transfer divided by \(\hbar\). In the specular direction it is perpendicular to the surface, so the lateral position of an atom adds no phase. Neighbouring layers differ in phase by

\[
\varphi=qd .
\]

Layer \(n\) contributes an amplitude proportional to \(\theta_ne^{in\varphi}\). The substrate continues to large negative \(n\), and the sum needs a weak attenuation with depth. Give layer \(n\) the additional factor \(e^{\varepsilon n}\), with small \(\varepsilon>0\), and define \(z=e^{i\varphi+\varepsilon}\). The amplitude is proportional to

\[
S=\sum_{n=-\infty}^{\infty}\theta_nz^n .
\]

Multiply by \(1-z\), and shift the index in the second sum:

\[
(1-z)S=\sum_n\theta_nz^n-\sum_n\theta_{n-1}z^n
=-\sum_n p_{n-1}z^n=-z\sum_{n\ge0}p_nz^n .
\]

The last step renames \(n-1\) as \(n\) and uses \(p_n=0\) for \(n<0\). Division by \(1-z\) yields

\[
S=\frac{z}{z-1}\sum_{n\ge0}p_nz^n . \tag{5}
\]

For the flat initial surface \(p_0=1\), and (5) gives \(S(0)=z/(z-1)\). This agrees with the direct geometric sum \(\sum_{n\le0}z^n=1/(1-z^{-1})\). The prefactor does not depend on time, so it disappears when the amplitude is divided by its initial value. With \(\varepsilon\to0\), the normalized amplitude is

\[
G(\Theta)=\frac{S(\Theta)}{S(0)}=\sum_{n\ge0}p_ne^{in\varphi}. \tag{6}
\]

A penetrating probe such as an x-ray beam therefore gives the same normalized signal as a probe that sees only the top atom of each column. The limit requires \(e^{i\varphi}\ne1\). At a Bragg point all layers scatter in phase, the prefactor in (5) diverges as \(\varepsilon\to0\), and the bulk dominates the signal.

The condition of equal scattering also matters. Suppose that substrate layers scatter with amplitude \(s\) and film layers with amplitude \(f\), at the same spacing. The substrate part of the sum is \(sz/(z-1)\). The film part is \(f\) times the difference between the full sum and the substrate sum, which is \(f(G-1)z/(z-1)\). Together they are

\[
\frac{z}{z-1}\,\bigl[s-f+fG\bigr]. \tag{7}
\]

For \(s\ne f\) a constant amplitude is added to \(G\), and the intensity law derived next does not apply.

### (d) The out-of-phase intensity

**Sum the series (6) for general \(\varphi\). Then show that at \(\varphi=\pi\) the normalized intensity is \(e^{-4t/\tau}\), and that it has no oscillations.**

**Solution.** Insert (3) into (6). The result is an exponential series:

\[
G=e^{-\Theta}\sum_{n=0}^{\infty}\frac{(\Theta e^{i\varphi})^n}{n!}
=\exp\!\left[\Theta(e^{i\varphi}-1)\right]. \tag{8}
\]

Separate the exponent into its real and imaginary parts:

\[
G=e^{-\Theta(1-\cos\varphi)}\,e^{i\Theta\sin\varphi}.
\]

The second factor has modulus one. The normalized intensity is the squared modulus, which doubles the real exponent. With \(1-\cos\varphi=2\sin^2(\varphi/2)\),

\[
I(\Theta)=|G|^2=e^{-2\Theta(1-\cos\varphi)}
=\exp\!\left[-4\Theta\sin^2\frac{\varphi}{2}\right]. \tag{9}
\]

Out of phase means that waves from neighbouring terraces differ by half a wavelength, \(\varphi=\pi\). Then \(e^{i\varphi}=-1\), and

\[
G=e^{-2t/\tau},\qquad I=e^{-4t/\tau}. \tag{10}
\]

The derivative is \(dI/dt=-(4/\tau)I\), which is negative at every finite time. The intensity falls without a minimum or maximum, so it cannot oscillate.

The factor 4 has a direct origin. At \(\varphi=\pi\), each surface site contributes \(+1\) if its top layer is even and \(-1\) if it is odd. An arriving atom turns \(+1\) into \(-1\) or the reverse, a change of twice the old value with the opposite sign. Averaged over random landing places this gives \(dG/d\Theta=-2G\). Squaring the amplitude doubles the rate once more.

The exposed fractions at \(t=\tau\) show the cancellation. Layers 0 to 4 have \(p_n=0.3679,\,0.3679,\,0.1839,\,0.0613,\,0.0153\). Their alternating sum is 0.138, and the next two terms of (3), \(-0.0031\) and \(+0.0005\), bring it to 0.135, which is \(e^{-2}\). The large contributions of layers 0 and 1 cancel at this moment, and the remaining signal comes from the higher layers.

The result does not need a flat start. Multiply (2) by \(e^{in\varphi}\) and sum over all \(n\). The gain term becomes \(e^{i\varphi}G\) after a shift of index, so

\[
\frac{dG}{d\Theta}=(e^{i\varphi}-1)G .
\]

The solution is \(G(0)\) times the exponential in (8). Initial roughness can lower the starting signal but leaves the normalized decay unchanged, provided that \(G(0)\ne0\) and that the landing rule still holds.

Two limits place (9) in context. For small \(\varphi\), \(4\sin^2(\varphi/2)\approx\varphi^2\), so \(I\approx e^{-q^2d^2\Theta}\). Since \(d^2\Theta\) is the height variance, this is the intensity of a surface with Gaussian height fluctuations. At \(\varphi=\pi\) the Gaussian formula would give the exponent \(-\pi^2\Theta\) in place of \(-4\Theta\), because it keeps only the \(\varphi^2\) term in the expansion of \(2(1-\cos\varphi)\).

For other phases the amplitude also rotates through the angle \(\Theta\sin\varphi\). The modulus in (9) does not show this rotation. The constant amplitude in (7) would interfere with it and could produce oscillations even for random deposition. At \(\varphi=\pi\) the rotation is absent, but for real \(0<s<f\) the bracket in (7) still passes through zero at \(G=(f-s)/f\), after which the intensity rises towards a constant. For real \(s>f>0\) the bracket stays positive and the intensity falls steadily towards a constant. The pure exponential law thus requires a substrate that scatters like the film, and a weaker substrate can produce a minimum even without descent.

## Second half: diffuse scattering, descent and a silver film

The deposited amount is \(\Theta=t/\tau\), \(\theta_n\) is the coverage of layer \(n\), and \(p_n=\theta_n-\theta_{n+1}\) is its exposed fraction. When atoms never change layers, \(p_n=e^{-\Theta}\Theta^n/n!\). At the out-of-phase condition \(qd=\pi\), where \(q\) is the vertical momentum transfer divided by \(\hbar\) and \(d\) the layer spacing, the normalized amplitude and intensity are

\[
G=\sum_n(-1)^np_n=e^{-2\Theta},\qquad I=G^2=e^{-4\Theta}.
\]

### (e) Finite area and motion within a layer

**A coherent area contains \(N\) sites. Find the mean intensity in the specular direction, and decide whether sideways motion changes it.**

**Solution.** First let every atom stay where it lands. The site heights \(h_j\) are then independent Poisson numbers. Define \(s_j=(-1)^{h_j}\), so that \(\langle s_j\rangle=e^{-2\Theta}\) and \(s_j^2=1\). The mean squared amplitude has \(N\) terms with equal indices and \(N(N-1)\) terms with different ones:

\[
\left\langle\left|\frac1N\sum_js_j\right|^2\right\rangle
=\frac{N+N(N-1)e^{-4\Theta}}{N^2}
=e^{-4\Theta}+\frac{1-e^{-4\Theta}}{N}. \tag{11}
\]

The first term is the sharp specular part. The second is diffuse scattering that happens to lie in the same direction. It vanishes for a large area, and it sets a floor below which the exponential cannot be followed. For atoms thrown at random onto blocks of 100 sites, one atom per site on average, the mean intensity was 0.0282. Equation (11) gives \(0.0183+0.0098=0.0281\).

Now allow motion within a layer, but let no atom cross the border of the area. If \(N_n\) sites have top layer \(n\), the next atom lands on one of them with probability \(N_n/N\). It then lowers \(N_n\) by one and raises \(N_{n+1}\) by one, wherever it settles. The numbers \(N_n\) follow the same random process as before, and the specular sum depends on nothing else. Equation (11) is unchanged.

The lateral order does change. This was tested on a periodic square lattice of \(64\times64\) sites, with up to 60 attempted hops per atom and six runs. At \(t=\tau/2\) the amplitude was 0.363 with motion and 0.373 without it. The law gives 0.368. For a random number of arrivals the expected scatter is \(\sqrt{(1-e^{-2})/(6\cdot64^2)}=0.006\); it is slightly smaller here because each run has a fixed number of atoms. The neighbour correlation \(\langle s_is_j\rangle-\langle s\rangle^2\) was 0.17 with motion and zero to three decimals without it. Islands form and redistribute the diffuse intensity, while the specular decay stays the same within the scatter.

### (f) What descent does to the amplitude

**Let some atoms that land on layer \(n\) fall by one layer. Find the new equation for \(G\), and apply it to growth in which each layer fills before the next begins.**

When no atom changes layers and film and substrate scatter alike, the normalized out-of-phase specular intensity of a large area falls as \(e^{-4t/\tau}\) without oscillations, even if atoms move within their layer. It remains to answer question (f) on descent, and then to estimate the effects of descent, scattering and the detector for a silver film.

Numbers in the example were calculated in double precision.
